# Interface states and neutrality level from a silicon barrier fit

## The problem

Barriers of several metals on n-type silicon have been fitted by a straight line in the metal work function $\phi_m$:

$$\phi_B = S\phi_m + c,\qquad S=0.27,\qquad c=-0.52\ \text{eV}.$$

The barrier $\phi_B$ is the height of the conduction band edge at the interface above the Fermi level. Assume that a layer of thickness $\delta=0.5$ nm and vacuum permittivity separates metal and silicon. Interface states lie on the silicon side of this layer, spread uniformly over the gap with density $D$ per eV and per area. They are neutral as a whole when filled up to the neutrality level, at height $\phi_0$ above the valence band edge. Rough silicon values at 300 K are $\chi=4.05$ eV for the electron affinity and $E_g=1.12$ eV for the gap.

(a) Derive the linear law, neglecting the depletion charge of the silicon and image-force lowering.

(b) Find $D$.

(c) Find $\phi_0$, and say which of the data it depends on.

(d) How does an error in the slope affect $\phi_0$?

(e) Suppose the fitted barriers contain the two neglected effects, for a donor density $N=10^{16}$ cm$^{-3}$. Estimate the error in $\phi_0$.

**Convention.** Every energy symbol, $kT$ included, stands for energy divided by the elementary charge $q$. An energy in eV then has the same number as the corresponding potential in volts, and $D$ counts states per eV.

## Hints

1. How high is the Fermi level above the valence band edge at the interface? Compare that height with $\phi_0$ to get the sign of the state charge.
2. Measure the vacuum level on each side of the layer from the common Fermi level. The difference is the potential drop across the layer.
3. The whole contact is neutral. Gauss's law links the drop to the charge on the silicon side.
4. The slope contains one unknown. Use it before the intercept.
5. For (c) and (d), look for the metal that leaves the layer without a field.
6. For (e), ask first whether each neglected effect raises or lowers the barrier.

## Full solution

### (a) The linear law

At the interface the Fermi level lies $E_g-\phi_B$ above the valence band edge. If this exceeds $\phi_0$, the states hold $D(E_g-\phi_B-\phi_0)$ electrons per area more than in their neutral condition. Their charge is therefore

$$Q_{ss}=-qD\,(E_g-\phi_0-\phi_B). \tag{1}$$

This counts states as full below the Fermi level and empty above it. At temperature $T$, integrating the Fermi function over the gap changes the filled height by about $kT\left[e^{-(E_g-\phi_B)/kT}-e^{-\phi_B/kT}\right]$. This is negligible while the Fermi level is many $kT$ from both band edges.

The vacuum level lies $\phi_m$ above the Fermi level at the metal and $\chi+\phi_B$ above it at the silicon surface. The difference is

$$\Delta=\phi_m-\chi-\phi_B. \tag{2}$$

For $\Delta>0$ an electron has the higher energy at the metal. Because its charge is negative, the electrostatic potential is then higher at the silicon, and the field points from silicon to metal.

Let $Q_{sc}$ be the charge in the silicon behind the interface. Neutrality requires $Q_m=-(Q_{ss}+Q_{sc})$ on the metal. The field vanishes deep in the silicon, so Gauss's law gives a layer field $(Q_{ss}+Q_{sc})/\varepsilon$ towards the metal, and

$$\Delta=\frac{\delta}{\varepsilon}\,(Q_{ss}+Q_{sc}). \tag{3}$$

Now drop $Q_{sc}$, insert (1) and (2), and write $a=q\delta D/\varepsilon$:

$$\phi_m-\chi-\phi_B=-a(E_g-\phi_0)+a\phi_B .$$

Collecting the terms in $\phi_B$ gives

$$(1+a)\phi_B=\phi_m-\chi+a(E_g-\phi_0).$$

Divide by $1+a$ and set $S=1/(1+a)$, so that $a/(1+a)=1-S$:

$$\phi_B=S(\phi_m-\chi)+(1-S)(E_g-\phi_0),\qquad S=\frac{1}{1+q\delta D/\varepsilon}. \tag{4}$$

Without states, $S=1$ and the barrier is $\phi_m-\chi$, the Schottky–Mott value. For very large $D$, $S\to0$ and the barrier tends to $E_g-\phi_0$ for every metal: the Fermi level is pinned at the neutrality level. A slope of 0.27 is nearer the pinned limit.

As a check on the neglect of thermal smearing, the charge balance was solved numerically at 300 K with Fermi occupation, without depletion charge, for eleven work functions from 4.2 to 5.2 eV. With the values of $D$ and $\phi_0$ found below, the fitted line had slope 0.27000 and intercept $-0.52001$ eV.

### (b) The density of states

From $1/S=1+q\delta D/\varepsilon$ we have $q\delta D/\varepsilon=(1-S)/S$, hence

$$D=\frac{\varepsilon}{q\delta}\,\frac{1-S}{S}. \tag{5}$$

With $\varepsilon=\varepsilon_0$, the first factor is

$$\frac{\varepsilon_0}{q\delta}=1.105\times10^{13}\ \text{eV}^{-1}\,\text{cm}^{-2}.$$

It is a capacitance per area divided by $q$: the number of electrons per area that changes the layer drop by one volt. The second factor is $0.73/0.27=2.704$, so

$$D=1.105\times10^{13}\times2.704=2.99\times10^{13}\ \text{eV}^{-1}\,\text{cm}^{-2},$$

or about 0.30 states per eV and nm$^2$. Over the whole gap this amounts to 0.049 states per surface atom of a (100) face, about one state for every twenty atoms. A sparse set of states can thus weaken the influence of the metal by almost a factor of four.

Since $(1-S)/S=1/S-1$, a smaller slope means more states. A slope of 0.25 would give $3.3\times10^{13}$, and 0.29 would give $2.7\times10^{13}$ eV$^{-1}$ cm$^{-2}$, with the layer unchanged. One significant figure is all that $D$ deserves.

### (c) The neutrality level

The part of (4) that does not depend on $\phi_m$ is the intercept:

$$c=-S\chi+(1-S)(E_g-\phi_0).$$

Add $S\chi$, divide by $1-S$, and solve for $\phi_0$:

$$\phi_0=E_g-\frac{S\chi+c}{1-S}. \tag{6}$$

The numerator is $0.27\times4.05-0.52=0.5735$ eV. Therefore

$$E_g-\phi_0=\frac{0.5735}{0.73}=0.786\ \text{eV},\qquad \phi_0=1.12-0.786=0.334\ \text{eV}.$$

The neutrality level lies about 0.33 eV above the valence band edge, at 0.30 of the gap. Its position requires $\chi$ and $E_g$ as well as the fit. It does not require $\delta$ or $\varepsilon$.

There is a geometric reading. Let the fitted line cross the Schottky–Mott line $\phi_B=\phi_m-\chi$ at $\phi_m^*$. There $\Delta=0$, so by (3) the states are neutral, and by (1) $\phi_B=E_g-\phi_0$. Setting $S\phi_m^*+c=\phi_m^*-\chi$ gives

$$\phi_m^*=\frac{\chi+c}{1-S}=\frac{3.53}{0.73}=4.836\ \text{eV}. \tag{7}$$

Subtracting $\chi$ returns the barrier of 0.786 eV. At this metal the layer has no drop, so its thickness and permittivity cannot matter.

### (d) An error in the slope

Slope and intercept come from the same data, so their errors are linked. Let the line turn about a fixed point $(\bar\phi,\bar b)$, where $\bar\phi$ is the mean work function of the metals and $\bar b$ their mean barrier. The crossing condition becomes

$$\bar b+S(\phi_m^*-\bar\phi)=\phi_m^*-\chi .$$

Differentiate with respect to $S$ at fixed $\bar\phi$, $\bar b$ and $\chi$:

$$\phi_m^*-\bar\phi+S\frac{d\phi_m^*}{dS}=\frac{d\phi_m^*}{dS}
\quad\Rightarrow\quad
\frac{d\phi_m^*}{dS}=\frac{\phi_m^*-\bar\phi}{1-S}.$$

Since $\phi_0=E_g+\chi-\phi_m^*$,

$$\frac{d\phi_0}{dS}=\frac{\bar\phi-\phi_m^*}{1-S}. \tag{8}$$

For an illustrative mean of 4.70 eV this is $-0.186$ eV per unit slope. An error of $+0.02$ in $S$ then shifts $\phi_0$ by only about $-0.004$ eV. The shift is this small because the mean lies close to $\phi_m^*$; for a mean of 4.3 eV it would be about $-0.015$ eV. An error $\delta\bar b$ in the mean barrier adds $-\delta\bar b/(1-S)$, so $+0.03$ eV in $\bar b$ moves $\phi_0$ by $-0.041$ eV. If the intercept were held fixed instead, the line would turn about $\phi_m=0$. Equation (8) with $\bar\phi=0$ gives $-6.62$ eV per unit slope, and the same error would shift $\phi_0$ by about $-0.13$ eV to first order. The joint error of slope and intercept is therefore needed to judge $\phi_0$.

### (e) Depletion charge and image lowering

**Depletion charge.** Keeping $Q_{sc}$ in (3) adds $\delta Q_{sc}/\varepsilon$ to the right-hand side of the balance. After division by $1+a$, the barrier is lower than (4) by $S\delta Q_{sc}/\varepsilon$, because depleted donors are positive.

To find $Q_{sc}$, let $u$ be the upward band bending at depth $x$. With ionized donors and Boltzmann electrons,

$$\frac{d^2u}{dx^2}=\frac{qN}{\varepsilon_s}\left(1-e^{-u/kT}\right).$$

Multiply by $2\,du/dx$ and integrate from the bulk, where $u$ and its derivative vanish. The field $F$ at the interface obeys

$$F^2=\frac{2qN}{\varepsilon_s}\left[u_s-kT\left(1-e^{-u_s/kT}\right)\right]\approx\frac{2qN}{\varepsilon_s}(u_s-kT),$$

where the last form holds for $u_s\gg kT$. Here $u_s=\phi_B-V_n$, and $V_n$ is the distance from the Fermi level to the conduction band edge in the bulk. For Boltzmann electrons $N=N_c\,e^{-V_n/kT}$, so with the rough effective density of states $N_c=2.8\times10^{19}$ cm$^{-3}$ at 300 K, $V_n=kT\ln(N_c/N)=0.205$ eV. Gauss's law gives $Q_{sc}=\varepsilon_sF$.

**Image lowering.** Treat the interface as a conducting plane, as for an intimate contact. This ignores the layer. A literal vacuum gap of 0.5 nm acts electrically like $11.7\times0.5\approx6$ nm of silicon, more than the distance of about 3 nm at which the barrier maximum found below lies. Unless the interface states screen the electron, such a gap would cut the attraction at that distance to about one sixth and turn it into a repulsion within about 2 nm of the interface. With static screening by the states the attraction survives but remains weaker than at a conducting plane. The lowering obtained here is therefore an upper estimate. In front of the conducting plane, an electron at distance $x$ has image energy $-q/(16\pi\varepsilon_sx)$, and near the interface the band edge falls as $-Fx$. The maximum of their sum lies where $F=q/(16\pi\varepsilon_sx^2)$. Both terms are equal there, so the maximum lies below the unlowered edge by

$$\Delta\phi=2Fx=\sqrt{\frac{qF}{4\pi\varepsilon_s}}.$$

**Result.** Take $\varepsilon_s=11.7\varepsilon_0$ and evaluate both effects at the neutral metal, since the crossing determines $\phi_0$. The depletion shift is 0.0065 eV and the image lowering 0.0226 eV, together $g=0.0291$ eV. A nearly constant lowering $g$ reduces the fitted $c$ by $g$. By (6), the inferred $\phi_0$ is then too high by

$$\frac{g}{1-S}=\frac{0.0291}{0.73}=0.040\ \text{eV}.$$

Barriers computed with both effects for the same eleven work functions, then fitted and inverted by (5) and (6), gave an overestimate of 0.039 eV in $\phi_0$ and of 2.4 % in $D$. If the data contain both effects at this full size, the neutrality level is thus nearer 0.30 eV than 0.33 eV. Depletion charge alone would give an error of only $0.0065/0.73=0.009$ eV.

## Variation 1: a layer with the permittivity of an oxide

*The fit and the thickness stay the same, but the layer has relative permittivity 3.9. What changes?*

The slope fixes the product $\delta D/\varepsilon$, not $D$ itself. At fixed $\delta$, equation (5) scales with $\varepsilon$:

$$D=3.9\times2.99\times10^{13}=1.17\times10^{14}\ \text{eV}^{-1}\,\text{cm}^{-2}.$$

A higher permittivity reduces the drop produced by a given charge, so more states are needed for the same pinning. The neutrality level stays at 0.334 eV, because (6) contains neither $\delta$ nor $\varepsilon$. The assumed layer is a larger uncertainty in $D$ than the slope errors considered in (b).

## Variation 2: an erbium contact

*Erbium has a low work function, roughly 3.1 eV. Use the original layer to find its barrier, state charge and layer field.*

The line gives

$$\phi_B=0.27\times3.1-0.52=0.317\ \text{eV}.$$

The Fermi level lies $1.12-0.317-0.334=0.469$ eV above the neutrality level, so the states are negative:

$$\frac{Q_{ss}}{q}=-2.99\times10^{13}\times0.469=-1.40\times10^{13}\ \text{cm}^{-2}.$$

The layer drop is $\Delta=3.1-4.05-0.317=-1.267$ V. Over 0.5 nm this is a field of 25 MV/cm, directed from metal to silicon. The Schottky–Mott value $\phi_m-\chi$ would be $-0.95$ eV; the negative interface charge raises the barrier to a positive value.

The silicon side is mild by comparison. The depletion layer holds $1.05\times10^{11}$ charges per cm$^2$, less than 1 % of the state charge. This equals the charge of a fully depleted width $Q_{sc}/(qN)=105$ nm, but with a bending of only about $4\,kT$ the layer has no sharp edge. Its peak field is 0.016 MV/cm, against a rough breakdown field of 0.3 MV/cm. Image lowering is at most about 0.014 eV. The bulk Fermi level is about 8 $kT$ below the conduction band, so the electrons are not degenerate.

Tunnelling through the full depletion barrier is also weak. For a parabolic barrier of height $u_s$, the semiclassical exponent for an electron at the bulk band edge is $u_s/E_{00}$, with $E_{00}=(\hbar/2)\sqrt{N/(m\varepsilon_s)}$. The two silicon masses along a cube axis, 0.19 and 0.92 free-electron masses, give 1.25 and 0.57 meV. Both are far below $kT=25.9$ meV, so thermal passage over the barrier dominates at this doping and temperature. Tunnelling just below the top of the barrier is not negligible: a semiclassical estimate adds between about 5 and 30 % to the thermal current for this barrier, depending on the mass and on how far the image force rounds the top.

**The real contact.** The layer is the weakest part of the model. Its field exceeds the rough 10 MV/cm at which oxide films break down, although a film's breakdown field is not a sharp limit for a layer of atomic thickness. A literal vacuum gap would also hinder the electrons. A semiclassical estimate without prefactor or image forces gives a transmission of about $8\times10^{-5}$ at the band edge. Image forces lower the barrier strongly in so thin a gap and can raise this value by orders of magnitude. In an intimate contact, $\delta/\varepsilon$ is better read as the potential drop of an effective interface dipole per unit of interface charge per area, and $D$ as the density of states that goes with it. Erbium also lies well below the 4.2 to 5.2 eV range used in the checks above, and it reacts with silicon to form a silicide with its own work function. On the fitted line, a change of 0.2 eV in the effective work function moves the barrier by $0.27\times0.2=0.05$ eV. Erbium silicide on n-type silicon is known for low barriers, roughly 0.3 eV. The extrapolated value is of that size, but this does not confirm the assumed layer, because the barrier follows from the fitted line alone.

The values used here are collected in the numerical output below.

## Calculated quantities

```
Fit slope S: 0.27
Fit intercept c: -0.52 eV
Layer thickness: 0.5 nm
Electron affinity (rough): 4.05 eV
Band gap (rough): 1.12 eV
eps0/(q delta): 1.105e+13 /(eV cm2)
(1-S)/S: 2.704
State density D: 2.988e+13 /(eV cm2)
State density D: 0.299 /(eV nm2)
D if layer eps_r = 3.9: 1.165e+14 /(eV cm2)
D if S = 0.25: 3.316e+13 /(eV cm2)
D if S = 0.29: 2.706e+13 /(eV cm2)
D*Eg per surface Si atom, (100): 0.049
S*chi + c: 0.5735 eV
Neutrality level above Ev: 0.334 eV
Neutrality level below Ec: 0.786 eV
Neutrality level / gap: 0.299
Neutral metal work function: 4.836 eV
Slope from charge balance: 0.27000
Intercept from charge balance: -0.52001 eV
Mean work function of test metals: 4.70 eV
dphi0/dS, turn about mean: -0.186 eV
dphi0/dS, fixed intercept: -6.624 eV
Temperature: 300 K
kT: 0.0259 eV
Donor density: 1.0e+16 /cm3
Bulk Ec - EF: 0.205 eV
Neutral metal: depletion shift: 0.0065 eV
Neutral metal: image lowering: 0.0226 eV
phi0 overestimate, simulated: 0.0394 eV
phi0 overestimate, estimated: 0.0399 eV
phi0 corrected for both: 0.295 eV
D error from both: 2.4 %
Er work function (rough): 3.1 eV
Er barrier: 0.317 eV
Er: EF above neutrality level: 0.469 eV
Er: state charge / q: -1.400e+13 /cm2
Er: layer drop: -1.267 V
Er: layer field: -25.3 MV/cm
Oxide breakdown (rough input): 10 MV/cm
Er: depletion width: 105 nm
Er: depletion charge / q: 1.05e+11 /cm2
Er: peak silicon field: 0.0163 MV/cm
Si breakdown (rough input): 0.3 MV/cm
Er: image lowering: 0.0142 eV
E00, mass 0.19 m0: 1.25 meV
E00, mass 0.92 m0: 0.57 meV
Er: literal gap transmission: 7.8e-05
```
